# Boys Functions: Choosing the Recursion Direction and the Asymptotic Switch-Over

## Two orders, one subtraction

Gaussian-basis programs need the Boys functions

$$F_m(T)=\int_0^1 t^{2m}e^{-Tt^2}\,dt ,\qquad T\ge 0,\quad m=0,1,2,\dots$$

Take the first two. Integrating $F_1$ by parts, with $t\,e^{-Tt^2}=-\frac{1}{2T}\frac{d}{dt}e^{-Tt^2}$, gives for $T>0$

$$F_1=\int_0^1 t\cdot t\,e^{-Tt^2}dt=-\frac{e^{-T}}{2T}+\frac{1}{2T}\int_0^1e^{-Tt^2}dt=\frac{F_0-e^{-T}}{2T}.$$

At $T=0.1$, $F_0=0.9676433$ and $e^{-T}=0.9048374$, so

$$F_1=\frac{0.9676433-0.9048374}{0.2}=\frac{0.0628059}{0.2}=0.31403 .$$

The two numbers nearly cancel. An absolute error $\delta$ in $F_0$ becomes $\delta/0.2=5\delta$ in $F_1$, which is itself smaller than $F_0$. The relative error therefore grows by the factor $5\times0.9676/0.3140=15.4$.

Read backwards, the same relation is $F_0=2TF_1+e^{-T}$, a sum of positive terms. A relative error in $F_1$ now reaches $F_0$ divided by 15.4. At this small $T$, one equation thus loses digits in one direction and gains them in the other.

The settings discussed here are the direction of this recursion and the value of $T$ beyond which a simple asymptotic formula takes over.

## Where the functions come from, and how many are needed

For an unnormalized Gaussian density and a unit point charge at distance $R$ from its centre, write

$$\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-v^2r^2}dv .$$

The product of two Gaussians with exponents $p$ and $v^2$ integrates over space to $[\pi/(p+v^2)]^{3/2}\exp[-pv^2R^2/(p+v^2)]$. Put $t=v/\sqrt{p+v^2}$, so that $dt=p\,dv/(p+v^2)^{3/2}$ and $t$ runs from 0 to 1. Then

$$\int\frac{e^{-pr^2}}{|\mathbf r-\mathbf R|}d^3r=\frac{2}{\sqrt\pi}\,\frac{\pi^{3/2}}{p}\int_0^1e^{-pR^2t^2}dt=\frac{2\pi}{p}F_0(pR^2).$$

For the repulsion of two Gaussians with exponents $p,q$ and centres a distance $R$ apart, integrate this potential over the second Gaussian:

$$I=\frac{2\pi}{p}\int_0^1\left(\frac{\pi}{q+pt^2}\right)^{3/2}\exp\left[-\frac{pqt^2R^2}{q+pt^2}\right]dt .$$

The substitution $w=t\sqrt{(p+q)/(q+pt^2)}$ has $dw=q\sqrt{p+q}\,dt/(q+pt^2)^{3/2}$ and again maps $[0,1]$ onto itself. With $\alpha=pq/(p+q)$,

$$I=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\,F_0(\alpha R^2).$$

In Gaussian units the electron repulsion carries a further factor $e^2$. The functions $F_m$ and their argument $T$ are dimensionless.

Higher angular momenta bring in higher orders. Differentiating an s Gaussian with respect to its centre multiplies it by a coordinate, so derivatives up to order $n$ generate every polynomial of degree $n$ times the Gaussian. Differentiating under the integral sign gives $dF_m/dT=-F_{m+1}$, hence

$$\frac{\partial}{\partial R_x}F_m(\alpha R^2)=-2\alpha R_x F_{m+1}(\alpha R^2),$$

and each derivative raises the order by at most one. The product of two g functions ($l=4$) is a Gaussian times a polynomial of degree at most 8. A repulsion integral over four g functions therefore needs at most $8+8=16$ derivatives, that is, all orders up to $M=16$.

The factors $2\alpha R_x$ can be large, so a small $F_m$ may still contribute. This is the reason for controlling the relative error of each $F_m$. Such control bounds the error of an integral relative to the sum of the magnitudes of its terms; it doesn't remove cancellation between those terms.

## Why the direction matters

Integration by parts at general order, with the factor $t^{2m+1}$ differentiated, gives

$$2TF_{m+1}=(2m+1)F_m-e^{-T}. \tag{1}$$

Compare this with the integral over the full half-line,

$$G_m(T)=\int_0^\infty t^{2m}e^{-Tt^2}dt .$$

Its boundary term vanishes, so $2TG_{m+1}=(2m+1)G_m$. Starting from $G_0=\frac12\sqrt{\pi/T}$,

$$G_m=\frac{(2m-1)!!}{(2T)^m}\,\frac12\sqrt{\frac{\pi}{T}},\qquad(-1)!!=1. \tag{2}$$

Suppose the values in (1) carry absolute errors $\delta_m$, while $e^{-T}$ and the arithmetic are exact. Subtracting the exact relation leaves $2T\delta_{m+1}=(2m+1)\delta_m$. This is the recursion of $G_m$, so $\delta_m/G_m$ is the same for every $m$. Define the fraction $P_m=F_m/G_m$, which lies between 0 and 1. The relative error is $\delta_m/F_m=(\delta_m/G_m)/P_m$, and therefore

$$\frac{\text{relative error at }m}{\text{relative error at }j}=\frac{P_j}{P_m}. \tag{3}$$

This holds in both directions. To see which way $P_m$ runs, form the ratio of neighbours and use (1):

$$\rho_m=\frac{P_{m+1}}{P_m}=\frac{2TF_{m+1}}{(2m+1)F_m}=1-\frac{e^{-T}}{(2m+1)F_m}. \tag{4}$$

The middle expression is positive and the last is below 1. Hence $P_m$ falls with $m$: upward recursion amplifies a relative error, and downward recursion damps it. From $F_0$ to $F_m$ the amplification is

$$A_m=\frac{P_0}{P_m}=\frac{G_m}{G_0}\,\frac{F_0}{F_m}=\frac{(2m-1)!!}{(2T)^m}\,\frac{F_0}{F_m}.$$

As $T\to0$, $F_m\to1/(2m+1)$ and $A_m\to(2m+1)!!/(2T)^m$, which diverges for $m\ge1$.

At $T=0.1$ and $m=8$, for instance, $F_8=0.053791$ and

$$A_8=\frac{2027025}{0.2^8}\times\frac{0.96764}{0.053791}=1.42\times10^{13}.$$

Double precision has unit roundoff $u=2^{-53}=1.11\times10^{-16}$, so an initial relative error of size $u$ would become $1.6\times10^{-3}$. An actual upward run in double precision gives the following, with reference values from a 100-point Gauss–Legendre quadrature of the definition in 60-digit arithmetic.

| $m$ | exact $F_m$ | upward $F_m$ | relative error |
|---|---|---|---|
| 4 | 0.10239 | 0.10239 | $4.8\times10^{-12}$ |
| 8 | 0.053791 | 0.053797 | $1.1\times10^{-4}$ |
| 10 | 0.043465 | 0.091567 | 1.1 |
| 16 | 0.027577 | $2.2\times10^{11}$ | $8.0\times10^{12}$ |

The errors at $m=8$ and $m=16$ are both about 0.07 of $A_mu$. The growth follows $A_m$; the prefactor depends on how the first few roundings happen to combine.

## Rounding at every step

A real calculation makes new errors as it goes. Assume that each arithmetic operation has relative error at most $u$, that $e^{-T}$ is good to $2u$, that $2T$ and the integers are exact, and that nothing underflows. Work to first order in $u$.

In an upward step to $F_{k+1}$, the two terms of the subtraction, measured relative to the result $2TF_{k+1}$, are

$$\frac{(2k+1)F_k}{2TF_{k+1}}=\frac1{\rho_k},\qquad \frac{e^{-T}}{2TF_{k+1}}=\frac1{\rho_k}-1 .$$

The multiplication contributes $u/\rho_k$, the exponential $2u(1/\rho_k-1)$, and the subtraction and division $2u$. The sum is $3u/\rho_k$. By (3) this error reaches order $m$ multiplied by $P_{k+1}/P_m$, and $P_{k+1}/\rho_k=P_k$. With an initial relative error $\varepsilon_0$ in $F_0$,

$$\text{upward error at }m\;\le\;\frac{1}{P_m}\Big[\varepsilon_0P_0+3u\sum_{k=0}^{m-1}P_k\Big]. \tag{5}$$

In a downward step to $F_k=(2TF_{k+1}+e^{-T})/(2k+1)$, the two terms make up the fractions $\rho_k$ and $1-\rho_k$ of the sum. The new error is at most $u\rho_k+2u(1-\rho_k)+2u\le4u$. With a relative error $\varepsilon_M$ in the seed $F_M$,

$$\text{downward error at }m\;\le\;\frac{1}{P_m}\Big[\varepsilon_MP_M+4u\sum_{k=m}^{M-1}P_k\Big]\;\le\;\varepsilon_M+4(M-m)u, \tag{6}$$

because no $P_k$ in the sum exceeds $P_m$. Downward recursion is thus stable for every $T$. At small $T$ the $P_k$ fall so fast with $k$ that old errors hardly survive. If $F_{16}$ is replaced by zero at $T=1$, a relative error of 100 %, and the recursion is run down in 60-digit arithmetic, $F_0$ comes out with a relative error of only $5.4\times10^{-15}$. This is $P_{16}/P_0=1/A_{16}$, with $A_{16}=1.85\times10^{14}$.

## When upward recursion is safe

Upward recursion is attractive because it starts from an error function: with $x=\sqrt T\,t$, $F_0=\frac12\sqrt{\pi/T}\,\mathrm{erf}(\sqrt T)$. It can be used once $P_m$ is not small.

Let $a=m+\frac12$. Substituting $x=Tt^2$ in $F_m$ and $G_m$ gives

$$P_m=\frac{1}{\Gamma(a)}\int_0^Tx^{a-1}e^{-x}dx ,$$

which rises with $T$. Consider $T=a$ and put $x=ae^y$. Then $x^{a-1}e^{-x}dx=a^a\exp[a(y-e^y)]\,dy$, and the range $x<a$ becomes $y<0$. For $y>0$, the exponent at $+y$ minus that at $-y$ is

$$a\big[(y-e^y)-(-y-e^{-y})\big]=2a(y-\sinh y)<0 .$$

Each point on the negative side outweighs its mirror image, so more than half of the integral lies below $x=a$. Therefore $P_m>\frac12$ for $T\ge m+\frac12$. Since $P_k<1$ for every $k$,

$$A_m<2\quad\text{for }T\ge m+\tfrac12 ,$$

and (5) gives an error of at most $2(\varepsilon_0+3mu)$.

For the factor 2 the border is nearly sharp ($A_{16}=1.88$ at $T=16.5$), but below it the amplification at first grows only gradually. For $m=16$, the amplification and the observed upward error are:

| $T$ | $A_{16}$ | relative error of $F_{16}$ |
|---|---|---|
| 1 | $1.85\times10^{14}$ | $1.6\times10^{-2}$ |
| 5 | $2.7\times10^4$ | $6.0\times10^{-12}$ |
| 10 | 27 | $1.8\times10^{-15}$ |

If a few lost digits are acceptable, the border may be lowered to the $T$ at which $A_Mu$ meets the tolerance, with a margin for the accumulated roundings in (5). For $M=16$ the observed error reaches about $3A_Mu$ at $T\le6$ and nearly $10A_Mu$ just below $T=16.5$.

## A seed for the downward direction

Solve (1) for $F_M$ and insert the same relation for $F_{M+1}$, then for $F_{M+2}$, and so on:

$$F_M=\frac{e^{-T}}{2M+1}+\frac{2T}{2M+1}F_{M+1}=e^{-T}\sum_{i=0}^{\infty}\frac{(2T)^i}{(2M+1)(2M+3)\cdots(2M+2i+1)} . \tag{7}$$

After $n$ terms the remainder is $F_{M+n}$ times $(2T)^n/[(2M+1)\cdots(2M+2n-1)]$. It tends to zero because $F_{M+n}<1$ and the new denominators eventually exceed $2T$ by any factor.

All terms are positive, so nothing cancels. The ratio of the next term to the last one kept is $r=2T/(2M+2n+1)$, and later ratios are smaller. Once $r<1$, a geometric series bounds the omitted part of the sum by (last term) $\times\,r/(1-r)$. Stopping when this bound falls below $u$ times the sum takes, for $M=16$, 7 terms at $T=0.1$, 12 at $T=1$ and 44 at $T=16.4$.

The series also covers $T=0$, where it gives $F_M=1/(2M+1)$. Upward recursion would divide by zero there.

## The asymptotic form and its switch-over

The integrand peaks at $t^2=m/T$. For $T$ large compared with both 1 and $m$ it is negligible beyond $t=1$, and $F_m\approx G_m$. The error is the missing tail. With $s=t^2$ and $b=m-\frac12$,

$$R_m=G_m-F_m=\int_1^\infty t^{2m}e^{-Tt^2}dt=\frac12\int_1^\infty s^{b}e^{-Ts}ds .$$

For $m\ge1$, $b$ is positive, and $0\le\ln s\le s-1$ gives $1\le s^b\le e^{b(s-1)}$. Integrating both bounds, for $T>b$,

$$\frac{e^{-T}}{2T}\le R_m\le\frac{e^{-T}}{2(T-b)} . \tag{8}$$

For $m=0$, $s^{-1/2}\le1$ gives $R_0\le e^{-T}/(2T)$.

Since (2) can be written $G_m=\Gamma(b+1)/(2T^{b+1})$, the upper bound relative to $G_m$ is

$$B_m(T)=\frac{e^{-T}\,T^{b}}{\Gamma(b+1)\,(1-b/T)}\qquad(m\ge1).$$

The error relative to $F_m$ differs from $R_m/G_m$ only at second order in the tolerance. Setting $B_m=\varepsilon$ and taking logarithms gives the switch-over point $T_m$:

$$T=\ln\frac1\varepsilon+b\ln T-\ln\Gamma(b+1)-\ln\left(1-\frac bT\right). \tag{9}$$

For $m=0$ the bound relative to $G_0$ is $e^{-T}/\sqrt{\pi T}$, which falls with $T$, and the last term of (9) is absent. The right-hand side then has slope $-1/(2T)$. For small $\varepsilon$ the iterates of repeated substitution lie near $\ln(1/\varepsilon)$, where this slope is small in magnitude, so they converge.

Equation (9) can be solved by repeated substitution. For $m\ge1$ its right-hand side has slope

$$\frac bT-\frac{b}{T(T-b)}=\frac bT\left(1-\frac1{T-b}\right),$$

which lies between 0 and $b/T<1$ when $T>b+1$. Start at $T=b+1$. There $B_m$ is about $\sqrt{(b+1)/2\pi}$ by Stirling's formula, far above any useful $\varepsilon$, so the first step goes up. Because the slope is positive and below 1, the iterates rise to a single root without passing it. The derivative of $\ln B_m$ is this slope minus 1, hence negative, and the error bound stays below $\varepsilon$ for all larger $T$.

For $m=16$ and $\varepsilon=u$, the iteration ends at $T=74.51$. Inserting this value on the right of (9), with $b=15.5$, reproduces it:

$$36.74+66.82-29.28+0.23=74.51 .$$

| $m$ | 0 | 4 | 8 | 12 | 16 |
|---|---|---|---|---|---|
| $T_m$ | 34.4 | 47.9 | 57.7 | 66.5 | 74.5 |

At the unrounded roots (34.395, 47.901, 57.747, 66.452, 74.512) the true errors lie between 0.98 and 1.00 times $u$, so little is wasted by using the bound. For the same reason a root should be rounded up in use: at $T=57.7$ the error for $m=8$ is already $1.04u$. The relative error $R_m/F_m=1/P_m-1$ rises with $m$. The highest order needed therefore fixes the switch for the whole set.

## One formula, two uses

A switch placed at $T_0=34.4$ is correct for $F_0$. If $G_m$ is used there for all orders, $F_{16}$ is wrong by a relative $2.55\times10^{-4}$, although $e^{-T}$ is then of order $10^{-15}$. The reason is that $F_{16}$ is small as well, and the neglected tail must be compared with it.

A different use of the same switch works. Replace only $F_0$ by $G_0$ and keep $e^{-T}$ in the upward recursion. For $M=16$ this $T$ lies above $M+\frac12$, so the small seed error is less than doubled, and the observed error of $F_{16}$ is $2.5\times10^{-16}$. Dropping $e^{-T}$ from the recursion turns it into the recursion for $G_m$ and brings the large error back.

## Choosing the settings

Let $M$ be the sum of the four angular momenta, plus one for each further derivative with respect to a nuclear position. A sound scheme is:

- $T<M+\frac12$: obtain $F_M$ from the series (7) and recur downward.
- $M+\frac12\le T<T_M$: obtain $F_0$ from the error function and recur upward, keeping $e^{-T}$.
- $T\ge T_M$: use $G_m$ for all orders.

For $M=16$ and $\varepsilon=u$ the borders are 16.5 and 74.51. On 107 values of $T$ from 0 to 120, the largest relative errors over all orders were $6.2\times10^{-16}$, $8.2\times10^{-16}$ and $5.8\times10^{-16}$ in the three regions. These are samples, not bounds; at other values of $T$ the errors reach about $1\times10^{-15}$.

If the tolerance is loosened, $T_M$ moves down. Differentiating (9) gives $dT/d\ln(1/\varepsilon)=1/(1-\text{slope})$. Near $T=74.5$ the slope is $0.208\times(1-1/59.0)=0.204$, so one decade in $\varepsilon$ shifts the switch by about $2.30/0.796=2.9$. If $M$ is raised, both borders must be recomputed: a switch tuned for low angular momentum is too early for high orders.

None of these choices repairs an inaccurate argument. A small relative error in $T$ changes $F_m$ by the relative amount $-TF_{m+1}/F_m=-(m+\frac12)\rho_m$ times that error. At high order and large $T$, where $\rho_m$ is close to 1, a relative error in $T=\alpha R^2$ is therefore multiplied by about $m+\frac12$, whichever method is used for $F_m$.
